# Angular-momentum truncation error in KKR bands of an fcc muffin-tin model, part 1

(Sections cited here and not found follow in the second part.)

**Q.** Suppose I stop the KKR determinant for an fcc metal at $l_{\max}=2$ or $3$. Can symmetry and dimensions tell me the form of the error before any calculation?

**A.** They fix most of it. I use Rydberg units, $\hbar^2/2m=1$, so an energy is an inverse length squared, and $E=\kappa^2$ is measured from the constant potential between the spheres. Inside a sphere of radius $s$ the potential $V(r)$ is spherical, so it cannot mix angular momenta. All it can do to channel $l$ is fix one number, the phase shift $\delta_l(E)$, the same for every $m$. The two free radial solutions behave as $r^{l}$ and $r^{-l-1}$ at small $\kappa r$, their ratio goes as $r^{2l+1}$, and outside the sphere $r$ enters only through $\kappa r$. For a fixed potential, matching at $r=s$ therefore gives $\tan\delta_l\propto x^{2l+1}$ at small $x=\kappa s$, away from a resonance. The strength of the potential enters through the coefficient, as a dimensionless number such as depth times $s^2$. A weak channel shifts a band energy linearly in $\tan\delta_l$. The ratio $\tan\delta_l/\kappa$ is a length, and dividing it by the cell volume $\Omega$ gives an energy. The error must therefore read
$$E_{\rm exact}-E_{l_{\max}}\approx-\sum_{l>l_{\max}}c_l\,\frac{\tan\delta_l}{\kappa\,\Omega},$$
with dimensionless $c_l$ that depend on the Bloch state and vanish when its point symmetry excludes $l$. What remains is to find the coefficient of $x^{2l+1}$, the numbers $c_l$, and the condition for linearity.

**Q.** Start with the coefficient. Where do the double factorials come from?

**A.** From the spherical Bessel functions $j_l=(-x)^l(x^{-1}d/dx)^l(\sin x/x)$ and $n_l=(-x)^l(x^{-1}d/dx)^l(-\cos x/x)$. In the series of $\sin x/x$ the first term to survive $l$ operations is $(-1)^lx^{2l}/(2l+1)!$, which becomes $(-1)^l2^ll!/(2l+1)!=(-1)^l/(2l+1)!!$. On $-1/x$ the operations bring down $-1,-3,\dots,-(2l-1)$. So $j_l\to x^l/(2l+1)!!$ and $n_l\to-(2l-1)!!/x^{l+1}$.

For the next term put $x^p(1+cx^2)$ into $R''+2R'/x+[1-l(l+1)/x^2]R=0$. Order $x^p$ gives $c\,[(p+2)(p+3)-l(l+1)]=-1$. For $p=l$ the bracket is $4l+6$, and for $p=-l-1$ it is $2-4l$. Dividing the two series and adding $\tfrac12[1/(2l+3)+1/(2l-1)]=(2l+1)/[(2l+3)(2l-1)]$,
$$\frac{j_l}{n_l}=-\frac{x^{2l+1}}{(2l+1)!!\,(2l-1)!!}\left[1-\frac{(2l+1)\,x^2}{(2l+3)(2l-1)}+\dots\right].$$
The radial equation also makes $x^2(j_ln_l'-j_l'n_l)$ constant. The leading terms give $(l+1)/(2l+1)+l/(2l+1)=1$, so $j_ln_l'-j_l'n_l=1/x^2$.

Outside the sphere I normalise the radial function as $R_l=j_l-\tan\delta_l\,n_l$. Let $D_l=sR_l'(s)/R_l(s)$ be the logarithmic derivative of the interior solution. Continuity requires $D_l(j_l-\tan\delta_l\,n_l)=x(j_l'-\tan\delta_l\,n_l')$, and solving for the tangent gives
$$\tan\delta_l=\frac{j_l}{n_l}\;\frac{D_l-D_l^{j}}{D_l-D_l^{n}},\qquad D^j_l=\frac{xj_l'}{j_l},\quad D^n_l=\frac{xn_l'}{n_l}.$$
I call the second fraction the matching factor. For a hard sphere $R_l(s)=0$, $D_l$ is infinite and the factor equals one. The double-factorial expression is thus the small-$x$ phase shift of a hard sphere.

**Q.** Then I insert $x$ at the Fermi level and I am done?

**A.** No, and numbers show it. Take an fcc lattice with the chosen model value $a=4.05$ Å $=7.6534$ bohr and touching spheres, $s=a/2\sqrt2=2.7059$ bohr, $\Omega=a^3/4=112.073$ bohr$^3$. At the chosen energy $E=0.65$ Ry, near the top of the range of levels computed below, $\kappa=0.8062$ bohr$^{-1}$ and $x=2.1816$. The bare factor is $1.098$ for $l=2$, $0.1493$ for $l=3$ and $0.01128$ for $l=4$. The correction in the bracket for $l=3$ is $7x^2/45=7(4.759)/45=0.74$, so the leading term is unreliable, and the true $|j_3/n_3|$ is $0.0655$. Even that is about seventy times the $\tan\delta_3$ of the well used below. The matching factor makes the difference.

Let $R_a$, $R_b$ be regular solutions at the same energy for potentials $V_a$, $V_b$, with tangents $t_a$, $t_b$. Multiply each radial equation by the other solution and subtract:
$$\frac{d}{dr}\Big[r^2(R_aR_b'-R_bR_a')\Big]=r^2(V_b-V_a)R_aR_b .$$
At $r=0$ the bracket vanishes. At $r=s$, inserting $j-tn$, the $jj'$ and $nn'$ terms cancel and $s^2\kappa\,(t_a-t_b)(jn'-j'n)=(t_a-t_b)/\kappa$ is left. Therefore
$$t_b-t_a=-\kappa\int_0^s(V_b-V_a)R_aR_b\,r^2dr. \tag{1}$$
With $V_a=0$ this is the exact relation $\tan\delta_l=-\kappa\int j_lVR_l\,r^2dr$. An attractive $V$ gives a positive $\delta_l$ when $R_l\approx j_l$. At large $l$ the product $j_lR_l\,r^2\sim r^{2l+2}$ weights the edge of the sphere, so the high channels depend on how strong the potential still is there.

As a model take $V=-V_0(1-r^2/s^2)^2$, which vanishes together with its slope at $r=s$. Set $R_l\approx j_l$ (the Born approximation) and $j_l\approx(\kappa r)^l/(2l+1)!!$. With $u=r/s$ and $b=2l+5$,
$$\int_0^1(1-u^2)^2u^{2l+2}du=\frac1{b-2}-\frac2b+\frac1{b+2}=\frac{8}{(b-2)\,b\,(b+2)},$$
$$\tan\delta_l\approx V_0s^2\,\frac{x^{2l+1}}{[(2l+1)!!]^2}\,\frac{8}{(2l+3)(2l+5)(2l+7)}. \tag{2}$$
Dividing by the bare factor, the matching factor has size $8V_0s^2/[(2l+1)(2l+3)(2l+5)(2l+7)]$. The first of the four factors is the denominator $D^j_l-D^n_l=-1/(xj_ln_l)\to2l+1$, which measures the centrifugal barrier. I choose $V_0=1.2$ Ry, so $V_0s^2=8.7862$ and the cell average of $V$ is $-0.2031$ Ry. This is a model well, not the potential of any particular metal.

| $l$ | $\lvert j_l/n_l\rvert$ | matching | eq. (2) | exact $\tan\delta_l$ |
|---|---|---|---|---|
| 1 | 1.706 | $-0.1436$ | 0.2574 | 0.2449 |
| 2 | 0.3630 | $-0.04871$ | $2.227\times10^{-2}$ | $1.768\times10^{-2}$ |
| 3 | 0.06549 | $-0.01367$ | $1.165\times10^{-3}$ | $8.954\times10^{-4}$ |
| 4 | $6.244\times10^{-3}$ | $-5.106\times10^{-3}$ | $4.107\times10^{-5}$ | $3.188\times10^{-5}$ |

For $l=3$, $0.06549\times0.01367=8.95\times10^{-4}$, positive because both factors are negative. Equation (2) is high by $1.165/0.8954=1.30$. This moderate error hides a partial cancellation: the bare factor is too large by $0.1493/0.06549=2.3$, while the estimated matching factor $8(8.7862)/9009=0.0078$ is below the true $0.0137$. For $l=0$ the estimate $1.460$ lies near the exact $1.367$ by accident, since neither approximation holds there.

**Q.** How does the phase shift enter the band problem?

**A.** The Schrödinger equation is $(\nabla^2+\kappa^2)\psi=V\psi$. With $\mathbf K=\mathbf k+\mathbf G$, the function
$$G_{\mathbf k}(\boldsymbol\rho)=-\frac1\Omega\sum_{\mathbf K}\frac{e^{i\mathbf K\cdot\boldsymbol\rho}}{K^2-E}$$
obeys $(\nabla^2+\kappa^2)G_{\mathbf k}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}\delta(\boldsymbol\rho-\mathbf R)$, so $\psi(\mathbf r)=\int_{\rm sphere}G_{\mathbf k}(\mathbf r-\mathbf r')V\psi\,d^3r'$. The singularity at $\boldsymbol\rho=0$ is carried by $G_0=-\cos(\kappa\rho)/4\pi\rho$, the real part of the outgoing function $-e^{i\kappa\rho}/4\pi\rho$. The radial part of the latter is $c\,j_l(\kappa r_<)[j_l+in_l](\kappa r_>)$, its slope must jump by $1/r^2$, and the Wronskian gives $c\,\kappa\,i/(\kappa r)^2=1/r^2$, so $c=-i\kappa$. The real part is
$$G_0=\kappa\sum_Lj_l(\kappa r_<)\,n_l(\kappa r_>)\,Y_L(\hat r)Y_L(\hat r'),$$
with real harmonics and $L=(l,m)$.

The difference $G_{\mathbf k}-G_0$ solves the free equation for $\rho$ below the neighbour distance $R$, so it equals $\sum_L\mathcal D_L\,j_l(\kappa\rho)Y_L(\hat\rho)$. To separate $\mathbf r$ from $\mathbf r'$, use $e^{i\mathbf q\cdot\boldsymbol\rho}=4\pi\sum_Li^lj_l(q\rho)Y_L(\hat q)Y_L(\hat\rho)$ with $q=\kappa$. Project it on $Y_{L''}(\hat q)$ once as it stands and once after expanding $e^{i\mathbf q\cdot\mathbf r}$ and $e^{-i\mathbf q\cdot\mathbf r'}$ separately. Equating the two,
$$G_{\mathbf k}-G_0=\sum_{LL'}B_{LL'}\,j_l(\kappa r)Y_L(\hat r)\,j_{l'}(\kappa r')Y_{L'}(\hat r'),\qquad B_{LL'}=4\pi\sum_{L''}i^{\,l-l'-l''}C_{LL'L''}\mathcal D_{L''},$$
where $C=\int Y_LY_{L'}Y_{L''}d\hat q$. The quantity $i^{-l}\mathcal D_L$ is real, as the Ewald form below shows, and the phase $i^{l-l'}$ is removed by redefining $\psi_L\to i^{l}\psi_L$. From here on $B$ is real and symmetric.

Write $\psi=\sum_L\psi_L(r)Y_L$ and $q_L=\int j_lV\psi_L\,r^2dr$. At $r=s$ every source point has $r'<r$, so
$$\psi_L=\kappa\,q_L\,n_l+j_l\sum_{L'}B_{LL'}q_{L'},$$
and the slope obeys the same relation, because the terms from the moving integration limit cancel. The interior solution demands $\psi_L=\alpha_L(j_l-\tan\delta_l\,n_l)$. The $n_l$ terms give $\alpha_L=-\kappa\cot\delta_l\,q_L$ and the $j_l$ terms give $\alpha_L=(Bq)_L$. Hence
$$M(E)\,q=0,\qquad M_{LL'}=B_{LL'}(E,\mathbf k)+\kappa\cot\delta_l\,\delta_{LL'}.$$

**Q.** The sum over $\mathbf K$ looks badly convergent. How is $\mathcal D_L$ obtained?

**A.** By the Ewald split. For any $T>0$, $1/(K^2-E)=e^{-(K^2-E)T}/(K^2-E)+\int_0^Te^{-(K^2-E)t}dt$. In the second piece, Poisson summation of the Gaussian gives $\Omega^{-1}\sum_{\mathbf K}e^{i\mathbf K\cdot\boldsymbol\rho-K^2t}=\sum_{\mathbf R}e^{i\mathbf k\cdot\mathbf R}(4\pi t)^{-3/2}e^{-|\boldsymbol\rho-\mathbf R|^2/4t}$. Then $\mathcal D_L$ is read from the coefficient of $\rho^lY_L$, the lowest power that accompanies $Y_L$. In the reciprocal part $j_l(K\rho)/j_l(\kappa\rho)\to(K/\kappa)^l$. For $\mathbf R\ne0$, the factor $e^{\boldsymbol\rho\cdot\mathbf R/2t}$ is a plane wave with $i\mathbf q=\mathbf R/2t$, whose leading term is $4\pi(R\rho/2t)^lY_LY_L/(2l+1)!!$, and $e^{-\rho^2/4t}$ adds only higher powers. For $\mathbf R=0$ expand $e^{Et}$. The $n=0$ integral is $\int_0^Tt^{-3/2}e^{-\rho^2/4t}dt\to2\sqrt\pi/\rho-2T^{-1/2}$, whose $1/\rho$ part cancels against $G_0$, and the others converge at $\rho=0$. Dividing that part by $Y_{00}=(4\pi)^{-1/2}$ and collecting,
$$i^{-l}\mathcal D_L=-\frac{4\pi}{\Omega}\sum_{\mathbf K}\Big(\frac K\kappa\Big)^lY_L(\hat K)\frac{e^{-(K^2-E)T}}{K^2-E}-\frac{\delta_{l0}}{4\pi}\sum_{n\ge0}\frac{E^nT^{n-1/2}}{n!\,(n-\frac12)}$$
$$-\frac{1}{\sqrt{4\pi}}\sum_{\mathbf R\neq0}i^{-l}e^{i\mathbf k\cdot\mathbf R}\Big(\frac R{2\kappa}\Big)^lY_L(\hat R)\int_0^Tt^{-l-3/2}e^{Et-R^2/4t}dt.$$
The last sum is real because $\mathbf R$ and $-\mathbf R$ pair up with $Y_L(-\hat R)=(-1)^lY_L(\hat R)$.

**Q.** When I cut the matrix at $l_{\max}$, am I throwing away the high-$l$ parts of the wave function?

**A.** No. Consider the nonlocal potential $VP$, where $P$ projects on $l\le l_{\max}$ inside each sphere. For it, the high channels $H$ have $q_H=0$ exactly, and the kept channels obey $M_{PP}q_P=0$. Truncated KKR is the exact solution of that problem. Its high components are still given by the expression for $\psi_L$, now without a source:
$$\psi_L(r)=A_L\,j_l(\kappa r),\qquad A_L=(B_{HP}\,q_P)_L .$$
These are the tails of waves scattered by other atoms. They cross the sphere, and only their scattering is neglected. The band energy error is second order in the tail amplitude. A charge density built from the kept components alone omits the tails themselves, and so densities and total energies are not covered by anything I derive here.

**Q.** Now the energy error.

**A.** Let $\tau=\tan\delta_l/\kappa$, diagonal in $H$. The lower block row of $Mq=0$ gives $q_H=-(\tau^{-1}+B_{HH})^{-1}B_{HP}q_P$, and the upper row becomes
$$\big[M_{PP}-B_{PH}(\tau^{-1}+B_{HH})^{-1}B_{HP}\big]q_P=0 .$$
With $\sigma$ the sign of $\tau$ and $X=|\tau|^{1/2}B_{HH}|\tau|^{1/2}$, the inverse is $|\tau|^{1/2}(\sigma+X)^{-1}|\tau|^{1/2}$, which reduces to $\tau$ when $\|X\|\ll1$. Let $\lambda(E)$ be the eigenvalue of $M_{PP}$ that vanishes at the truncated energy, with $q\cdot q=1$. First-order matrix perturbation theory shifts it by $\delta\lambda=-q\,B_{PH}\tau B_{HP}\,q=-\sum_H|A_L|^2\tau_l$, and the zero moves by $-\delta\lambda/\lambda'$ with $\lambda'=q\,(dM_{PP}/dE)\,q$.

The slope follows from a second perturbation whose answer is known. Change $V$ by a small $\delta V(r)$ in the kept channels. By (1), $\delta\tan\delta_l=-\kappa\int R_l^2\,\delta V r^2dr$, so $\delta(\kappa\cot\delta_l)=-\kappa\,\delta\tan\delta_l/\tan^2\delta_l=\kappa^2\cot^2\delta_l\int R_l^2\,\delta V r^2dr$. Since $\psi_L=-\kappa\cot\delta_l\,q_LR_l$, this gives $\delta\lambda=\sum_P\int|\psi_L|^2\delta V r^2dr$. Ordinary first-order perturbation theory says the energy moves by that same integral divided by $N=\int_{\rm cell}|\psi|^2d^3r$, tails and interstitial region included. Equating this with $-\delta\lambda/\lambda'$ yields $\lambda'=-N$. Therefore
$$E_{\rm exact}-E_{l_{\max}}\approx-\sum_{l>l_{\max}}\sum_m\frac{|A_L|^2}{N}\,\frac{\tan\delta_l}{\kappa}, \tag{3}$$
which is the form found at the start with $c_l=\Omega\sum_m|A_L|^2/N$. In the Born limit (1) turns it into $\sum_H\int V|\psi_L|^2r^2dr/N$, the expectation value of the omitted potential. For an attractive $V$ the truncated bands lie too high. For a level degenerate by symmetry the perturbation is proportional to the unit matrix within the level, and (3) holds for any member. Besides $\|X\|\ll1$, the first-order step needs the level to be separated from any other level it can mix with by much more than the shift. Near an accidental crossing it fails: in the model well the second and third bands cross on the $\Sigma$ line near K, and at $\mathbf k=(0.731,0.731,10^{-4})\,2\pi/a$, where the gap at $l_{\max}=2$ is $0.17$ mRy, first order gives $0.71$ mRy for both bands while the true errors are $1.00$ and $0.48$ mRy.

**Q.** With $\tan\delta_l$ falling factorially, $\|X\|\ll1$ is surely automatic?

The truncation error is now given by formula (3), a sum over the omitted channels of tail weight times $\tan\delta_l/\kappa$, valid when $\|X\|\ll1$ and the level is well separated from any other it can mix with. It remains to examine whether $\|X\|\ll1$ holds, to estimate the tail amplitudes $A_L$, and to test the formula on computed levels.
